# Memory-function resistivity and the momentum-transfer weight in impurity scattering

## What goes wrong if every collision counts equally

Take a free-electron model with the electron density of gold and 1 at.% of impurities carrying one extra charge. If the resistivity is computed from the rate at which electrons leave their momentum states, it comes out as 3.56 µΩ cm. If each collision is weighted by the momentum it removes from the current, the same potential gives 2.31 µΩ cm. Both are lowest-order (Born) values. The first is 54% too high within that model, because a deflection through less than 90° ends the life of a plane-wave state but leaves part of its current; the mean deflection here is 66°. With exact scattering by the same potential the gap shrinks to 15%.

The weight can be argued for one electron. For the current of a whole Fermi gas it should also come out of the response theory. The memory function supplies it through the squared force on the electrons, with a restriction at nonzero temperature that appears below.

I use Hartree atomic units ($\hbar=m=e=1$; electron charge $-1$), and temperature $T$ is measured as an energy. The electrons do not interact, apart from screening already included in the impurity potential. They have two spins, energy $\varepsilon_k=k^2/2$, number $N$, volume $V$ and density $n=N/V$.

## Simple case: one electron

Let $N_i=n_iV$ identical, spherically symmetric static impurities sit at independent random sites $\mathbf R_j$. With $u_q$ the Fourier transform of one impurity's potential,

$$U=\frac1V\sum_{\mathbf k,\mathbf q}U_{\mathbf q}\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k},\qquad U_{\mathbf q}=u_q\sum_j e^{-i\mathbf q\cdot\mathbf R_j},$$

the spin sum being implied. The term $q=0$ shifts all energies equally and is dropped. In the average of $|\sum_j e^{-i\mathbf q\cdot\mathbf R_j}|^2$ the $N_i$ diagonal terms give 1 each, and the cross terms vanish for $q\neq0$. Hence $\overline{|U_{\mathbf q}|^2}=N_i|u_q|^2$.

The golden rule gives the total rate of leaving $\mathbf k$:

$$\frac1{\tau_q}=2\pi n_i\int\!\frac{d^3k'}{(2\pi)^3}|u_{|\mathbf k'-\mathbf k|}|^2\,\delta(\varepsilon_k-\varepsilon_{k'}).$$

Scattering through $\theta$ leaves a fraction $\cos\theta$ of the momentum along $\mathbf k$; the transverse part averages to zero over azimuth. Momentum is therefore lost at the rate

$$\frac1{\tau_{tr}}=2\pi n_i\int\!\frac{d^3k'}{(2\pi)^3}|u_{|\mathbf k'-\mathbf k|}|^2\,\delta(\varepsilon_k-\varepsilon_{k'})(1-\cos\theta).$$

**Limit.** For a contact potential $u_q$ is constant, $\cos\theta$ averages to zero, and the two rates agree. For small deflections $1-\cos\theta\approx\theta^2/2$, and the momentum loss is much the slower.

## Generalization: conductivity of the gas

Apply a uniform vector potential $A\,e^{-izt}$ along $x$, with $\mathrm{Im}\,z>0$. The kinetic energy $(p_x+A)^2/2$ adds $AP$ to the Hamiltonian at first order, where $P$ is the total $x$ momentum. The field is $E=-\dot A=izA$, and the current density is $j=-(\langle P\rangle+NA)/V$. Define

$$\langle\langle A;B\rangle\rangle_z=-i\int_0^\infty\!dt\,e^{izt}\langle[A(t),B]\rangle,\qquad \chi=\langle\langle P;P\rangle\rangle_z .$$

Then $\langle P\rangle=\chi A$, and

$$\sigma(z)=\frac jE=\frac{i}{Vz}\,[N+\chi(z)]\equiv\frac{in}{z+M(z)} .$$

The last form defines the memory function $M$. Solving for it gives $z+M=zN/(N+\chi)$, so

$$M=-\frac{z\chi}{N+\chi}.$$

Since $1/\sigma=-i(z+M)/n$, the real resistivity at real frequency is $\mathrm{Im}\,M/n$.

**Limit.** Without impurities $P$ is conserved, so $\chi=0$ and $M=0$: there is no resistance. A constant $M=i/\tau$ gives the Drude form $\sigma=n\tau/(1-i\omega\tau)$.

## From momentum to force

The operator $c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}$ raises the momentum by $q_x$, so its commutator with $P$ is $-q_x$ times itself. The total force is therefore

$$F=\dot P=i[U,P]=-\frac iV\sum_{\mathbf k,\mathbf q}q_xU_{\mathbf q}\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}.$$

Write $z\,e^{izt}=-i\,\partial_te^{izt}$ and integrate by parts:

$$z\langle\langle A;B\rangle\rangle=\langle[A,B]\rangle+i\langle\langle\dot A;B\rangle\rangle .$$

With $A=B=P$ this gives $z\chi=i\langle\langle F;P\rangle\rangle$. In equilibrium $\langle[\dot A(t),B]\rangle=-\langle[A(t),\dot B]\rangle$, so a second use gives

$$z\langle\langle F;P\rangle\rangle=\langle[F,P]\rangle-i\phi(z),\qquad\phi=\langle\langle F;F\rangle\rangle_z .$$

To fix the commutator, let $z\to0$ in a finite system. Between energy eigenstates $F_{ab}=i(E_a-E_b)P_{ab}$, which vanishes for equal energies. Thus $\langle\langle F;P\rangle\rangle$, a sum over denominators $z+E_a-E_b$, stays finite, and the left side goes to zero. This gives $\langle[F,P]\rangle=i\phi(0)$ and

$$z^2\chi(z)=\phi(z)-\phi(0).$$

No expansion has been made so far. Now $F$ is of first order in $U$, so $\phi$ and, at fixed $z\ne0$, $\chi$ start at second order. The $\chi$ in the denominator of $M$ can be dropped, and $\phi$ may be evaluated with free electrons:

$$M(z)=\frac{\phi(0)-\phi(z)}{Nz}+O(U^3).$$

**Limit of weak potential.** Consider spinless electrons on a ring of length 20, described by 25 plane waves, at chemical potential 0.5 and temperature 0.1. Five Gaussian bumps of height $\lambda$ and width 0.5 lie at one random set of sites. Diagonalization gives the full $M$ at $z=0.3+0.2i$. Relative to the second-order result it is off by 1.3% at $\lambda=0.04$ and by 0.12% at $\lambda=0.004$. The relative error falls in proportion to $\lambda$, as a third-order remainder requires.

## The squared force produces the weight

For free electrons $\langle[c_a^\dagger c_b,c_b^\dagger c_a]\rangle=f_a-f_b$, with $f$ the Fermi function. With a factor 2 for spin,

$$\phi(z)=\frac2{V^2}\sum_{\mathbf k,\mathbf q}q_x^2|U_{\mathbf q}|^2\frac{f_k-f_{|\mathbf k+\mathbf q|}}{z+\varepsilon_k-\varepsilon_{|\mathbf k+\mathbf q|}} .$$

At $z=0$ two states of equal energy contribute with the limit $f'$ of the quotient, because $\phi(0)$ stands for the equilibrium average $-i\langle[F,P]\rangle$, taken to second order in $U$.

Set $z=\omega+i0$ and use $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$. The number $\phi(0)=-i\langle[F,P]\rangle$ is real, so $\mathrm{Im}\,M=-\mathrm{Im}\,\phi/(N\omega)$. Averaging over sites and replacing $q_x^2$ by $q^2/3$ for an isotropic gas gives

$$\mathrm{Im}\,M(\omega)=\frac{2\pi n_i}{n\omega}\int\!\frac{d^3q}{(2\pi)^3}\frac{q^2}{3}|u_q|^2\int\!\frac{d^3k}{(2\pi)^3}(f_k-f_{|\mathbf k+\mathbf q|})\,\delta(\omega+\varepsilon_k-\varepsilon_{|\mathbf k+\mathbf q|}).$$

No angle has entered; the weight is the squared momentum transfer. Now let $\omega\to0$ after the volume has gone to infinity. The delta function sets the final energy to $\varepsilon_k+\omega$, so $(f_k-f_{|\mathbf k+\mathbf q|})/\omega\to-f'(\varepsilon_k)$. Scattering becomes elastic, and with $\mathbf k'=\mathbf k+\mathbf q$, $k'=k$,

$$q^2=k^2+k'^2-2\mathbf k\cdot\mathbf k'=2k^2(1-\cos\theta).$$

The inner integral is then the one in $1/\tau_{tr}$:

$$\mathrm{Im}\,M(0)=\frac{2}{3n}\int\!\frac{d^3k}{(2\pi)^3}\,k^2(-f')\frac1{\tau_{tr}(k)} .$$

Since $d^3k/(2\pi)^3\to k\,d\varepsilon/(2\pi^2)$, this is an energy average:

$$\boxed{\rho=\frac1n\left\langle\frac1{\tau_{tr}}\right\rangle,\qquad\langle X\rangle=\int\!d\varepsilon\,\frac{k^3(-f')}{3\pi^2n}X}$$

The weight integrates to 1: by parts, $\int d\varepsilon\,k^3(-f')/(3\pi^2)=\int d\varepsilon\,(k/\pi^2)f=n$, because $k/\pi^2$ is the density of states.

In standard units $\rho=(m/ne^2)\langle1/\tau_{tr}\rangle$. The factor $1-\cos\theta$ is half the squared momentum transfer divided by $k^2$. A forward collision exerts little force, so it contributes little to the force correlation.

**Limit $T=0$.** Here $-f'$ is a delta function at the Fermi energy $E_F$, and $k_F^3/(3\pi^2n)=1$. The result is $\rho=1/[n\tau_{tr}(k_F)]$.

## Second limit: nonzero temperature and the order of limits

The expansion was made at fixed $z$, and only then did the frequency go to zero. The Boltzmann equation shows what this costs. For a field $E\,e^{-i\omega t}$ the change $\delta f$ of the distribution obeys

$$-i\omega\,\delta f-Ek_xf'=-\frac{\delta f}{\tau_{tr}} .$$

The right side holds because $\delta f$ is $k_x$ times a function of energy, and elastic scattering replaces $k_x$ by $k_x\cos\theta$ on average. Solving for $\delta f$ and summing $-k_x\delta f$ over states and spins gives

$$\sigma(\omega)=n\left\langle\frac{\tau_{tr}}{1-i\omega\tau_{tr}}\right\rangle .$$

For $\omega\tau_{tr}\gg1$ this is $(in/\omega)[1-i\langle1/\tau_{tr}\rangle/\omega+\dots]$. Comparison with $in/(\omega+M)\approx(in/\omega)(1-M/\omega)$ gives $M=i\langle1/\tau_{tr}\rangle$, the memory-function value. This match also needs $\omega\ll E_F$, so that scattering stays nearly elastic: for the gold-like model below at $T=0$, the second-order $\mathrm{Im}\,M(\omega)$ lies 3% under $1/\tau_{tr}$ at 3 eV and 13% under it at $\omega\approx E_F$. At $\omega=0$, however, $\sigma=n\langle\tau_{tr}\rangle$ and $M=i/\langle\tau_{tr}\rangle$.

The second-order memory function is thus justified for $\omega\tau_{tr}\gg1$. Carried down to $\omega=0$, it gives the weak-scattering dc resistivity if $\tau_{tr}$ is constant over the thermal window, as at $T=0$ for spherical scatterers on a spherical Fermi surface. Otherwise it is an upper bound on the Boltzmann value, because $1=\langle\tau^{1/2}\tau^{-1/2}\rangle^2\le\langle\tau\rangle\langle1/\tau\rangle$.

At low $T$ write $1/\tau_{tr}=r(1+\delta)$, with $r$ its value at $E_F$. Then $\langle1+\delta\rangle\langle(1+\delta)^{-1}\rangle-1\approx\langle\delta^2\rangle-\langle\delta\rangle^2$. The second term is of order $T^4$. With $\int(\varepsilon-E_F)^2(-f')d\varepsilon=\pi^2T^2/3$ the relative excess is

$$\frac{\pi^2}{3}\left(\frac T{E_F}\right)^2\left(\frac{d\ln\tau_{tr}}{d\ln\varepsilon}\right)^2 .$$

## A screened charge, warm and cold

For $u_q=-4\pi Z/(q^2+\kappa^2)$ the delta function reduces the transport rate to

$$\frac1{\tau_{tr}}=\frac{n_ik}{2\pi}\int_{-1}^1\!d(\cos\theta)\,|u_q|^2(1-\cos\theta).$$

Substitute $x=q^2$, so that $d(\cos\theta)=-dx/2k^2$ and $1-\cos\theta=x/2k^2$. With $y=4k^2/\kappa^2$,

$$\frac1{\tau_{tr}}=\frac{2\pi n_iZ^2}{k^3}\int_0^{4k^2}\!\!\frac{x\,dx}{(x+\kappa^2)^2}=\frac{2\pi n_iZ^2}{k^3}\left[\ln(1+y)-\frac y{1+y}\right].$$

Without the weight the integrand is $1/(x+\kappa^2)^2$, with prefactor $4\pi n_iZ^2/k$, so

$$\frac1{\tau_q}=\frac{4\pi n_iZ^2}{k\kappa^2}\frac y{1+y}.$$

**Limits.** For $y\to0$ the bracket is $y^2/2$, and both rates become $16\pi n_iZ^2k/\kappa^4$, as for a contact potential. For $y\gg1$ the ratio $\tau_{tr}/\tau_q$ grows as $y/[2(\ln y-1)]$.

**Warm gas.** Take chemical potential 0.2, $T=0.04$, $\kappa=0.9$, $Z=1$ and $n_i=10^{-4}$. Numerical quadrature of the momentum-transfer formula at $\omega=10^{-4}$ gives $\mathrm{Im}\,M=9.909\times10^{-4}$. The energy average of the angular formula gives the same four digits, while $\langle1/\tau_q\rangle=15.79\times10^{-4}$. The dc Boltzmann value $1/\langle\tau_{tr}\rangle$ is $9.693\times10^{-4}$, so the memory value is 2.2% above it.

## A gold-like interconnect metal

Take a rough fcc lattice constant of 0.41 nm and one free electron per atom: $n=4/a^3=5.80\times10^{22}$ cm$^{-3}$, $k_F=12.0$ nm$^{-1}$, $E_F=5.47$ eV. Thomas–Fermi screening sets $\kappa^2$ to $4\pi$ times the density of states, $4k_F/\pi$. The screening length is 0.059 nm and $y=\pi k_F=1.991$.

For $Z=1$ and $n_i=0.01n$ the bracket is $1.096-0.666=0.430$, and $k_F^3=3\pi^2n=0.2546$. Hence

$$\rho=\frac{2\pi(0.01)(0.430)}{0.2546}=0.106\ \text{a.u.}=2.31\ \text{µΩ cm}.$$

The transport lifetime is 26.5 fs and the mean free path 36.8 nm, against $\tau_q=17.2$ fs. At 300 K, $d\ln\tau_{tr}/d\ln\varepsilon=0.469$ puts the thermal excess at $1.6\times10^{-5}$. The order of limits is harmless in this isotropic model.

The Born approximation is not. I integrated the radial Schrödinger equation for the same potential and weighted the resulting cross-section by $1-\cos\theta$. For charges $\pm0.01$ the mean rate agrees with Born to 0.01%, but for $Z=1$ the resistivity is 4.10 µΩ cm, 78% above Born. That value is not a reliable prediction either. Each phase shift $\delta_l$ moves $2(2l+1)\delta_l/\pi$ states below $E_F$, and their sum should equal the screened charge, 1; here it is 1.44. The potential is not self-consistent at this strength. The sum includes an s state bound by 0.025 hartree, and that state is still bound, by 0.001 hartree, at the larger $\kappa$ used next. Raising $\kappa$ from 0.90 to 1.13 a.u. brings the sum to 1, and the phase shifts then give 3.4 µΩ cm. Keeping Born but replacing $\kappa^2$ by $\kappa^2[\frac12+\frac{1-s^2}{4s}\ln|\frac{1+s}{1-s}|]$, $s=q/2k_F$, the static response of the free gas, gives 2.85 µΩ cm.

Beside real gold, the density is typical, but the resistivity is high: to my knowledge, zinc or cadmium in gold adds roughly 1 µΩ cm or less per at.%. The Fermi sphere reaches 90% of the distance to the nearest zone face, so a spherical surface is itself doubtful; the weight $1-\cos\theta$ survives in an isotropic nonparabolic band, where elastic scattering keeps the speed fixed and the velocity parallel to $\mathbf k$, but it changes on an anisotropic Fermi surface. At 300 K phonons add roughly 2 µΩ cm. In a line 20 nm wide, diffuse surface collisions at a rate of order $v_F/d$ set a scale of $k_F/(nd)=4.2$ µΩ cm, comparable to the impurity part. The prefactor depends on the cross-section: fully diffuse walls add about 4 µΩ cm for a square line and about 2 µΩ cm for a line much taller than it is wide. Two other omissions are small here: $1/(k_F\ell)=0.002$, which measures interference between collisions, and the ratio of drift to Fermi speed, $8\times10^{-7}$ at 1 MA/cm².
